# The Child–Langmuir Law for a Collisionless Semiconductor Diode

## Definitions and conventions

A planar, undoped semiconductor layer fills $0<x<L$ and has relative permittivity $\kappa$. Electrons enter at the cathode, $x=0$, and are absorbed at the anode, $x=L$. The potential $\phi(x)$ satisfies $\phi(0)=0$ and $\phi(L)=V>0$. The electric field is $-\phi'$, so $F=\phi'$ is the force on an electron towards the anode.

The algebra uses atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$. The number density is $n$, the speed is $v$, and $J=nv$ is the magnitude of the current density. The electron charge density is $-n$, so Gauss's law, $\kappa(-\phi')'=4\pi(-n)$, gives

$$\phi''=\frac{4\pi n}{\kappa}.$$

The flow is steady, classical and free of collisions. The charge is treated as a smooth density (mean field), and the transport mass $m$ is constant. Injection is cold: each electron starts at rest. Energy conservation then gives

$$\tfrac12 mv^2=\phi,\qquad v=\sqrt{2\phi/m}.$$

Write $v_L=\sqrt{2V/m}$ for the speed at the anode.

## Simple case: very little charge

If $J$ is small, the electrons hardly disturb the potential and $\phi=Vx/L$. Then $v=v_L\sqrt{x/L}$, and the transit time is

$$\int_0^L\frac{dx}{v}=\frac{1}{v_L}\int_0^L\left(\frac{x}{L}\right)^{-1/2}dx=\frac{2L}{v_L}.$$

Here $J$ is whatever the cathode supplies. Cold injection alone does not determine it.

The approximation fails when the electrons' own charge changes the field by about $V/L$. The change across the layer is

$$\Delta F=\frac{4\pi}{\kappa}\int_0^L\frac{J}{v}\,dx=\frac{8\pi JL}{\kappa v_L}.$$

Setting $\Delta F=V/L$ gives $J=\kappa v_LV/(8\pi L^2)$. Since $v_L\propto V^{1/2}$, this current scale already varies as $V^{3/2}/L^2$. The prefactor needs the self-consistent solution.

## First generalization: space charge with a cathode field

Substitute $n=J/v$ into Poisson's equation:

$$\phi''=\frac{4\pi J}{\kappa}\sqrt{\frac m2}\,\phi^{-1/2}.$$

Multiply by $\phi'$. The left side becomes $(\phi'^2/2)'$. On the right, $\phi^{-1/2}\phi'=(2\sqrt\phi)'$, and $2\sqrt{m/2}=\sqrt{2m}$. Integrating from the cathode, where $\phi'=F_0$, and doubling gives

$$\phi'^2=F_0^2+b\sqrt\phi,\qquad b=\frac{8\pi J}{\kappa}\sqrt{2m}.$$

A negative $F_0$ would push an electron at rest back into the cathode, so $F_0\ge0$. The length follows from

$$L=\int_0^V\frac{d\phi}{\sqrt{F_0^2+b\sqrt\phi}}.$$

At fixed $V$ and $L$, raising $F_0$ reduces the integrand, so $b$, and with it $J$, must fall to restore the length. The largest current therefore has $F_0=0$.

The integral can be done in closed form. Let $w=\sqrt{F_0^2+b\sqrt\phi}$, which is the local field. Then $\sqrt\phi=(w^2-F_0^2)/b$ and $d\phi=2\sqrt\phi\,d\sqrt\phi=4w(w^2-F_0^2)\,dw/b^2$. With $F_L$ the anode field,

$$L=\frac4{b^2}\int_{F_0}^{F_L}(w^2-F_0^2)\,dw=\frac{4}{3b^2}(F_L-F_0)^2(F_L+2F_0).$$

Since $b\sqrt V=F_L^2-F_0^2$, eliminating $b$ gives

$$L=\frac{4V}{3}\,\frac{F_L+2F_0}{(F_L+F_0)^2}.$$

Put $f=F_0L/V$ and $s=(F_0+F_L)L/V$. The last equation becomes $3s^2=4s+4f$, whose positive root is

$$s=\tfrac23\left(1+\sqrt{1+3f}\right).$$

Also $b\sqrt V=s(s-2f)V^2/L^2$. At $f=0$, $s=4/3$ and this product is $(16/9)V^2/L^2$. Because $b\propto J$, the current relative to its zero-field value $J_{\rm CL}$ is

$$\frac{J}{J_{\rm CL}}=\frac9{16}\,s(s-2f).$$

**Test on limits.** At $f=1$, $s=2$ and $J=0$: the uniform field of the simple case returns. For $f=0.3$, 0.6 and 0.9 the formula gives 0.879, 0.584 and 0.163. Direct numerical solution of Poisson's equation gives the same values. For small $f$, expansion gives $J/J_{\rm CL}\simeq1-27f^2/16$, so a weak residual cathode field has only a second-order effect.

## The space-charge limit

Suppose now that the cathode can supply more than $J_{\rm CL}$, and that the accumulated charge has removed the cathode field. This is the condition $F_0=0$, which is an assumption separate from cold injection. The positive root of the first integral is $\phi'=\sqrt b\,\phi^{1/4}$. Separate the variables:

$$\int_0^V\phi^{-1/4}\,d\phi=\sqrt b\int_0^Ldx,\qquad \frac43V^{3/4}=\sqrt b\,L.$$

Square this and insert $b$:

$$\frac{16}{9}V^{3/2}=\frac{8\pi J}{\kappa}\sqrt{2m}\,L^2.$$

Solving for $J$, with $2/\sqrt{2m}=\sqrt2/\sqrt m$, gives the Child–Langmuir law:

$$\boxed{J_{\rm CL}=\frac{\sqrt2\,\kappa}{9\pi\sqrt m}\,\frac{V^{3/2}}{L^2}}$$

In SI units, Poisson's equation is $\phi''=en/(\kappa\varepsilon_0)$, the current is $J=env$, and $v=\sqrt{2e\phi/m}$. Thus $4\pi/\kappa$ is replaced by $1/(\kappa\varepsilon_0)$ and $m$ by $m/e$:

$$J_{\rm CL}=\frac49\,\kappa\varepsilon_0\sqrt{\frac{2e}{m}}\,\frac{V^{3/2}}{L^2}.$$

One factor $V/L^2$ comes from the charge density that the voltage can sustain, and the remaining $V^{1/2}$ comes from the speed. In terms of $v_L$, $J_{\rm CL}=\kappa v_LV/(9\pi L^2)$, so the first estimate was too large by a factor $9/8$.

Integrating only up to $x$ gives the profile, and differentiating it gives the field and density:

$$\phi=V\left(\frac xL\right)^{4/3},\quad F=\frac{4V}{3L}\left(\frac xL\right)^{1/3},\quad n=\frac{\kappa V}{9\pi L^2}\left(\frac xL\right)^{-2/3}.$$

The product $nv$ is independent of $x$, as continuity requires. The density diverges at the cathode because the speed vanishes there, but the total charge is finite. The time to reach $x$ is

$$t(x)=\frac1{v_L}\int_0^x\left(\frac{x'}L\right)^{-2/3}dx'=\frac{3L}{v_L}\left(\frac xL\right)^{1/3}.$$

The transit time is $t_L=3L/v_L$, longer than the $2L/v_L$ of the uniform field at the same $V$ and $L$. Along a trajectory, $x=L(t/t_L)^3$ and $\phi=V(t/t_L)^4$.

**Contrast with frequent collisions.** If scattering instead fixes the speed at $v=\mu F$, with constant mobility $\mu$, then $FF'=4\pi J/(\kappa\mu)$. With $F(0)=0$, this gives $F=(8\pi Jx/\kappa\mu)^{1/2}$ and $V=\frac23(8\pi J/\kappa\mu)^{1/2}L^{3/2}$. Hence $J=9\kappa\mu V^2/(32\pi L^3)$. The power of $V$ therefore depends on the speed law, not on space charge alone. It does not identify ballistic motion by itself: a collision-limited hot-carrier drift $v\propto F^{1/2}$ gives $F^{3/2}\propto Jx$ and hence $J\propto V^{3/2}/L^{5/2}$. The ballistic law is marked by the pair $V^{3/2}$ and $L^{-2}$.

## Second generalization: a spread of injection energies

Thermal electrons do not start at rest. Place $x=0$ at the potential minimum, where $\phi'=0$, and count $V$ and $L$ from there. Let electrons cross it with longitudinal kinetic energy $E$, and let $\langle\cdot\rangle$ be the average over the flux. Then

$$n=J\langle1/v\rangle=J\sqrt{\frac m2}\left\langle\frac1{\sqrt{\phi+E}}\right\rangle.$$

The same multiplication by $\phi'$ gives

$$\phi'^2=\frac{8\pi J}{\kappa}\sqrt{2m}\,G(\phi),\qquad G=\left\langle\sqrt{\phi+E}-\sqrt E\right\rangle.$$

Integrating $d\phi/\phi'$ and dividing by the cold result yields

$$\frac{J}{J_{\rm CL}}=\left[\frac34V^{-3/4}\int_0^V\frac{d\phi}{\sqrt{G(\phi)}}\right]^2.$$

Since $\sqrt{\phi+E}\le\sqrt\phi+\sqrt E$, we have $G\le\sqrt\phi$: the spread raises the current at fixed $V$ and $L$. Faster electrons contribute less charge per unit current.

**Test on the cold limit.** For $E=0$ the ratio is 1. For a spread much smaller than $V$, $G\simeq\sqrt\phi-\langle\sqrt E\rangle$ over most of the layer. Expanding $G^{-1/2}$ gives $\phi^{-1/4}+\frac12\langle\sqrt E\rangle\phi^{-3/4}$, and therefore

$$\frac J{J_{\rm CL}}\simeq1+\frac{3\langle\sqrt E\rangle}{\sqrt V}.$$

For Maxwell statistics the flux weight is $v\,e^{-E/\Theta}dv\propto e^{-E/\Theta}dE$, where $\Theta=k_BT$. Then $\langle\sqrt E\rangle=\frac12\sqrt{\pi\Theta}$, and the correction is $2.66\sqrt{\Theta/V}$. It decays slowly: a 1% correction would need $V/\Theta$ near $7\times10^4$.

**A nonparabolic band.** For cold electrons with $E(1+\alpha E)=k^2/(2m)$, the speed is $dE/dk$, so $\int d\phi/v=k(\phi)$. The same ratio formula holds with $G=k/\sqrt{2m}=\sqrt{\phi(1+\alpha\phi)}$. To first order, $G^{-1/2}\simeq\phi^{-1/4}(1-\alpha\phi/4)$, which integrates to $J/J_{\rm CL}\simeq1-3\alpha V/14$.

## A germanium layer at 4.2 K

Take $L=300$ nm, $V=0.030$ V and current along [100]. Rough values for Ge are $\kappa=16$, with valley masses $m_l=1.6$ and $m_t=0.08$ in units of $m_e$.

The conduction band has four valleys with axes $\mathbf u$ along the $\langle111\rangle$ directions. The inverse mass tensor of one valley is $\mathbf u\mathbf u^T/m_l+(1-\mathbf u\mathbf u^T)/m_t$. Along [100], $u_x^2=1/3$ for each valley, so

$$\frac1m=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)=\frac{0.625+25}{3},\qquad m=0.117.$$

An individual electron also drifts sideways, but the signs of $u_xu_y$ and $u_xu_z$ make these currents cancel over equally populated valleys. One constant mass therefore serves an anisotropic band.

In atomic units $V=1.102\times10^{-3}$ and $L=5669$, so

$$J_{\rm CL}=\frac{\sqrt2\,(16)}{9\pi\sqrt{0.1171}}\,\frac{(1.102\times10^{-3})^{3/2}}{5669^2}=2.66\times10^{-12},$$

which is 630 A/cm² (600 A/cm² if a low-temperature permittivity of about 15.4 is used instead). Direct solution of Poisson's equation for these inputs agrees to 3 parts in $10^6$. The anode speed is $3.0\times10^7$ cm/s, the transit time is 3.0 ps, and the peak field is 0.0013 MV/cm.

**Injection energy.** Here $V/\Theta=82.9$. The leading Maxwell correction is $2.66/\sqrt{82.9}=0.29$; the full integral gives a ratio of 1.28. Fermi statistics require the supplied flux as well. At fixed transverse wave vector, $v\,dk_x=dE$. The transverse states per unit area and energy number $m_a/(2\pi)$ per spin, where $m_a=m_t\sqrt{m_l/m}$ follows from the determinant of the mass tensor. Integrating the Fermi function over transverse energy, with two spins and four valleys, gives

$$J=\frac{2m_a\Theta}{\pi^2}\int_0^\infty\ln\!\left(1+e^{(\zeta\Theta-E)/\Theta}\right)dE,$$

where $\zeta\Theta$ is the chemical potential of the forward-moving electrons, measured from the band edge at the minimum. The logarithm is also the flux weight for $G$. Solving both conditions together gives $\zeta=-1.05$ and again a ratio of 1.28, or about 810 A/cm². Within this classical mean-field model, degeneracy changes the ratio little, while the energy spread raises the current by 28%.

**Scattering.** The voltage lies below the rough optical-phonon energy of 0.037 eV, so a cold electron cannot emit such a phonon. It can emit acoustic phonons. For deformation potential $\Xi$, mass density $\rho$ and sound speed $c$, the squared matrix element is $\Xi^2q/(2\rho c)$ per unit volume. In an isotropic valley with density-of-states mass $m_d$, there are $m_dk/(2\pi^2)$ final states per unit volume and energy. Nearly elastic scattering has $q=2k\sin(\vartheta/2)$, with angular mean $4k/3$. The golden rule gives

$$\Gamma=2\pi\,\frac{\Xi^2}{2\rho c}\,\frac{4k}{3}\,\frac{m_dk}{2\pi^2}=\frac{2\Xi^2m_dk^2}{3\pi\rho c}.$$

Because $k^2=2m_d\phi$, $\Gamma\propto(t/t_L)^4$ during transit, and the mean number of emissions is $\Gamma(V)t_L/5$. With rough values $\Xi=10$ eV, $\rho=5.3$ g/cm³ and $c=5000$ m/s, $\Gamma(V)\simeq0.06$ ps⁻¹ and the mean is 0.04. Keeping the phonon energy lowers the anode rate by 7%. The isotropic valley is a cruder step: an ellipsoidal valley with the same $\Xi$ gives about 0.08 ps⁻¹ and a mean of 0.05, and typical dilation and shear deformation potentials, with transverse phonons included, give means between 0.04 and 0.06. This estimate covers only spontaneous emission of long-wavelength acoustic phonons within one valley. Emission of zone-edge phonons that transfer electrons between valleys, absorption, stimulated emission, impurity scattering and electron–electron scattering are left out.

**Smaller corrections.** With $\alpha=0.3$ eV⁻¹, nonparabolicity lowers $J$ by 0.2% (0.4% with $\alpha=0.65$ eV⁻¹). A [111] layer has unequal transport masses $m_i$. If its valleys hold equal densities, $J\propto n\sqrt\phi\,\langle m_i^{-1/2}\rangle$, with the mean over valleys. The current is then 7% lower than along [100] at the same $V$, $L$ and $\kappa$. Equal densities are what a common chemical potential gives, since the valleys share one density-of-states mass; equal fluxes would instead lower the current by 37%. A rough residual donor density of $10^{13}$ cm⁻³, fully ionized, would carry 2.5% of the injected charge.

**The cathode region.** Classical motion is doubtful where $kx<1$, with $k=\sqrt{2m\phi}$. In the cold profile this is the first 20 nm. Only 0.0008 V drops there, but the charge up to $x$ is proportional to $F(x)$, so the region holds a fraction $(20/300)^{1/3}\simeq0.4$ of the electrons. The resulting quantum correction to $J$ is not estimated here.

The smooth-charge assumption is also doubtful there. At 20 nm the cold density is about $8\times10^{14}$ cm⁻³. A sphere holding one electron then has radius $a=(3/4\pi n)^{1/3}\simeq67$ nm, and the Coulomb energy $1/(\kappa a)$ is about 1.3 meV. This exceeds both the local kinetic energy, 0.8 meV, and $k_BT=0.36$ meV. At the anode the Coulomb energy is only about 2.5% of the kinetic energy. The charge is nevertheless coarse throughout the layer: $a$ is larger than the 20 nm region itself and grows to about 120 nm at the anode, and a cube of side $L$ holds only about 11 electrons. The thermal ratio 1.28 depends on the region near the cathode, so it shows the sensitivity of the model and is not a quantitative prediction for this layer.

**Relation to real devices.** The bias and temperature are far below those of ordinary room-temperature electronics; they were chosen to keep phonon scattering weak. Real contacts inject electrons with a spread of energies, which in this model moves the current from 630 to about 810 A/cm² when $V$ and $L$ are counted from the potential minimum. With the same $V$, $L$ and masses at 77 K, the Maxwell ratio is 2.2, even before any added scattering, so the cold law is no longer a useful estimate. A contact that supplies more current than passes places the potential minimum inside the layer, and $V$ and $L$ must then be measured from that point rather than from the terminals. For Maxwell electrons at 4.2 K with the same terminal $V$ and $L$, a supply 2.7 times the current puts the minimum 12 nm inside and gives about 890 A/cm²; a supply 20 times the current gives 16 nm and about 940 A/cm². At a larger bias, optical-phonon emission opens. Further values are in the numerical output.

## Computed values

```
INPUTS (rough Ge values)
voltage 0.030 V; length 300 nm; temperature 4.2 K
relative permittivity 16.0
valley masses: long 1.60 m_e, trans 0.08 m_e
optical phonon 0.037 eV; Gamma valley above L 0.14 eV; gap 0.7 eV
deformation potential 10.0 eV; mass density 5.3 g/cm3; sound 5000 m/s
nonparabolicity 0.3 1/eV; donors 1.0e+13 cm^-3
MAIN RESULT
transport mass along [100] 0.1171 m_e
V = 1.10248e-03 hartree; L = 5669.18 bohr
J from law 2.66397e-12 a.u. = 630.12 A/cm2
J from Poisson solution 630.12 A/cm2
relative difference 3.0e-06
numerical exponent of J in V: 1.50000
numerical exponent of J in L: -2.00000
numerical exponent of J in kappa: 1.00000
numerical exponent of J in m: -0.50000
PROFILE (numerical): x nm, phi V, speed 1e7 cm/s, n cm^-3
  75.0 0.00472 1.191 3.301e+14
 150.0 0.01191 1.891 2.079e+14
 300.0 0.03000 3.002 1.310e+14
anode field 0.00133 MV/cm
transit time 2.998 ps
CATHODE FIELD / (V/L), J / J_CL
0.3 0.8791
0.6 0.5837
0.9 0.1634
NEGLECTED EFFECTS
V/(kT) at 4.2 K: 82.89
J/J_CL, Maxwell spread, 4.2 K: 1.2765
J/J_CL, Fermi spread, 4.2 K: 1.2833
J with Fermi spread 808.62 A/cm2
chemical potential / kT at minimum -1.053; occupation 0.259
J/J_CL, Maxwell spread, 77 K: 2.1772
density-of-states mass per valley 0.2172 m_e
acoustic emission rate at anode 0.0625 1/ps
energy-conserving / elastic rate 0.9335
mean acoustic emissions per transit 0.0375
J/J_CL, nonparabolic band 0.99808
J[111]/J[100], equal valley densities 0.9257
mean injected density 3.930e+14 cm^-3
donor charge / injected charge 0.0254
anode de Broglie wavelength 20.69 nm
kx = 1 at x = 20.02 nm, phi = 0.000812 V
```
